\section*{Exponential Finite-Volume Fluxes for Elastic Electron Kinetics: Positivity and the Druyvesteyn Limit}

\section{The energy scale and the form of the solution}

Electrons drift through a cold gas of density $N$ in a uniform steady field $E$. They scatter elastically and isotropically with a constant cross section $\sigma$. A free path $1/(N\sigma)$ in the field is worth an energy $E/(N\sigma)$. Successive paths have nearly random directions, so this gain has either sign and the variance of the energy grows by about $[E/(N\sigma)]^2$ per collision. Recoil removes $\delta\varepsilon$ per collision, with $\delta=2m/M$ for electron mass $m$ and atomic mass $M$. Spreading and loss balance when $\delta\varepsilon^2\sim[E/(N\sigma)]^2$. We therefore define
\begin{equation}
b=\frac{(E/N)^2}{3\delta\sigma^2},
\end{equation}
where the factor 3 anticipates the kinetic equation. At leading order in $\delta$, the stationary kinetic equation derived below contains $E/(N\sigma)$ and $\delta$ only through $b$ when the gas is cold. The distribution $F$, normalized by $\int_0^\infty\sqrt\varepsilon F\,d\varepsilon=1$, then has the form
\begin{equation}
F(\varepsilon)=b^{-3/4}\Phi(\varepsilon/\sqrt b).
\end{equation}
The kinetic equation determines $\Phi$. Hartree atomic units are used, so $m=e=\hbar=1$, and the gas temperature $T$ is an energy.

\section{The two-term energy equation}

Let the force point along $z$ and write the velocity distribution as $f=f_0(v)+f_1(v)\cos\theta$. Then
\begin{equation}
\frac{\partial f}{\partial v_z}=\cos\theta\,f_0'+\cos^2\theta\,f_1'+\sin^2\theta\,\frac{f_1}{v}.
\end{equation}
The angular averages of $\cos^2\theta$ and $\sin^2\theta$ are $1/3$ and $2/3$, so the isotropic part of the Boltzmann equation contains $E(v^2f_1)'/(3v^2)$. Isotropic scattering destroys $f_1$ at the rate $N\sigma v$. This is faster than energy exchange by a factor of order $1/\delta$, so $f_1$ follows $f_0$ quasi-statically:
\begin{equation}
Ef_0'=-N\sigma v f_1,\qquad f_1=-\frac{E}{N\sigma v}f_0'.
\end{equation}
Inserting this, and using $\varepsilon=v^2/2$ and $d/dv=v\,d/d\varepsilon$, gives the field term
\begin{equation}
\left.\frac{\partial f_0}{\partial t}\right|_E
=\frac{E^2}{3v^2}\frac{\partial}{\partial v}\left(\frac{v}{N\sigma}\frac{\partial f_0}{\partial v}\right)
=\frac{E^2}{3Nv}\frac{\partial}{\partial\varepsilon}\left(\frac{2\varepsilon}{\sigma}\frac{\partial f_0}{\partial\varepsilon}\right).
\end{equation}
Since $F\propto f_0$, multiplication by $\sqrt\varepsilon=v/\sqrt2$ yields a diffusion coefficient $\sqrt2(E/N)^2\varepsilon/(3\sigma)$.

For the loss, scattering that is isotropic in the centre-of-mass frame of an atom at rest gives $\mathbf v'=(\mathbf v+Mv\mathbf n)/(1+M)$, with $\mathbf n$ a random unit vector. The mean fractional energy loss is
\begin{equation}
1-\frac{1+M^2}{(1+M)^2}=\frac{2M}{(1+M)^2}\simeq\frac2M=\delta .
\end{equation}
The collision rate is $N\sigma\sqrt{2\varepsilon}$, so energy drifts at the rate $-\sqrt2N\delta\sigma\varepsilon^{3/2}$. Multiplying by the probability density in energy, $\sqrt\varepsilon F$, gives the current $-\sqrt2N\delta\sigma\varepsilon^2F$. At leading order in $\delta$,
\begin{align}
\sqrt\varepsilon\frac{\partial F}{\partial t}&=-N\frac{\partial J}{\partial\varepsilon},
\qquad J=WF-D\frac{\partial F}{\partial\varepsilon},\label{pde}\\
W&=-\sqrt2\,\delta\sigma\varepsilon^2,\qquad
D=\sqrt2\left[\frac{(E/N)^2\varepsilon}{3\sigma}+T\delta\sigma\varepsilon^2\right].
\end{align}
The thermal term is fixed by equilibrium: at zero field, $F\propto e^{-\varepsilon/T}$ must carry no flux, so $W+D/T=0$.

With no flux at the ends, a stationary state has $J=0$. For $T=0$ and constant $\sigma$,
\begin{equation}
\frac{F'}F=\frac WD=-\frac{3\delta\sigma^2\varepsilon}{(E/N)^2}=-\frac{\varepsilon}{b},
\qquad F\propto e^{-\varepsilon^2/(2b)} .
\end{equation}
This is the Druyvesteyn distribution. The substitution $u=\varepsilon^2/(2b)$ gives its moments,
\begin{equation}
I_p=\int_0^\infty\varepsilon^pe^{-\varepsilon^2/(2b)}d\varepsilon
=\tfrac12(2b)^{(p+1)/2}\,\Gamma\!\left(\tfrac{p+1}{2}\right),
\end{equation}
and hence
\begin{equation}
\bar\varepsilon=\frac{I_{3/2}}{I_{1/2}}=\sqrt{2b}\,\frac{\Gamma(5/4)}{\Gamma(3/4)},\qquad
\left\langle\frac1\varepsilon\right\rangle=\frac{I_{-1/2}}{I_{1/2}}=\frac{\Gamma(1/4)}{\sqrt{2b}\,\Gamma(3/4)}.
\end{equation}

The neglect of higher anisotropy can be judged from the result. Because $f_0'=-v\varepsilon f_0/b$ and $E/(N\sigma)=\sqrt{3\delta b}$, we have $f_1/f_0=\sqrt{3\delta}\,\varepsilon/\sqrt b$. This is small in the bulk but reaches one at $\varepsilon=\sqrt{b/(3\delta)}$, where the two-term form has failed. Inelastic and electron--electron collisions are also absent. A gas with an excitation threshold inside the populated range needs further terms.

\section{Exponential fluxes}

Divide $0\le\varepsilon\le\varepsilon_{\max}$ by edges $0=\eta_0<\eta_1<\cdots<\eta_n=\varepsilon_{\max}$. Cell $i$ lies between $\eta_{i-1}$ and $\eta_i$ and has centre $\varepsilon_i$. Put $h_i=\varepsilon_{i+1}-\varepsilon_i$. Between neighbouring centres, freeze $W$ and $D$ at their values on $\eta_i$, take $J$ constant, and set $z_i=Wh_i/D$. With $x=\varepsilon-\varepsilon_i$, the flux equation becomes
\begin{equation}
\frac{d}{dx}\left(Fe^{-z_ix/h_i}\right)=-\frac JD e^{-z_ix/h_i}.
\end{equation}
Integration from $0$ to $h_i$ gives
\begin{equation}
F_{i+1}e^{-z_i}-F_i=-\frac{Jh_i}{D}\,\frac{1-e^{-z_i}}{z_i}.
\end{equation}
Solving for $J$ and defining $B(x)=x/(e^x-1)$, with $B(0)=1$, we obtain
\begin{equation}
J_i=p_iF_i-q_iF_{i+1},\qquad
p_i=\frac D{h_i}B(-z_i),\qquad q_i=\frac D{h_i}B(z_i).
\end{equation}
The numerator and denominator of $B$ have the same sign, so $B>0$ and both rates are positive when $D>0$. Direct substitution also gives $B(-z)=e^zB(z)$.

Two limits show what the formula does. For small $|z|$, $B(\pm z)\simeq1\mp z/2$, and the flux becomes the central difference $W(F_i+F_{i+1})/2-D(F_{i+1}-F_i)/h_i$. If $D\to0$ at fixed $W<0$, then $p_i\to0$ and $q_i\to|W|$, so $J_i\to WF_{i+1}$. This is the upwind flux: electrons that lose energy are taken from the upper cell.

Integrating \eqref{pde} over a cell, with $F$ represented by $F_i$ but $\sqrt\varepsilon$ integrated exactly, gives
\begin{equation}
w_i\frac{dF_i}{dt}=-N(J_i-J_{i-1}),\qquad
w_i=\int_{\eta_{i-1}}^{\eta_i}\!\sqrt\varepsilon\,d\varepsilon
=\tfrac23\left(\eta_i^{3/2}-\eta_{i-1}^{3/2}\right).\label{fv}
\end{equation}
At $\varepsilon=0$ both coefficients vanish, so $J_0=0$ for a regular solution. At the top we impose $J_n=0$. Write the system as $w\,dF/dt=NAF$. Column $i$ of $A$ contains $p_i$ below the diagonal, $q_{i-1}$ above it, and $-(p_i+q_{i-1})$ on it, with $p_n=q_0=0$. Each column sums to zero, so $\sum_iw_iF_i$ is conserved.

\section{Proof of positivity}

A backward-Euler step of length $\Delta t$, with $\tau=N\Delta t$, solves
\begin{equation}
KF^{\rm new}=wF^{\rm old},\qquad K=\operatorname{diag}(w)-\tau A .
\end{equation}
Let $L$ be the diagonal part of $K$, with entries $L_i=w_i+\tau(p_i+q_{i-1})>0$, and let $O\ge0$ be the off-diagonal part of $A$. Then
\begin{equation}
K=(I-R)L,\qquad R=\tau OL^{-1}\ge0 .
\end{equation}
The sum of column $i$ of $R$ is
\begin{equation}
\frac{\tau(p_i+q_{i-1})}{w_i+\tau(p_i+q_{i-1})}<1 .
\end{equation}
The largest column sum is a matrix norm, so the geometric series converges:
\begin{equation}
K^{-1}=L^{-1}\sum_{k=0}^\infty R^k\ge0 .
\end{equation}
Hence a non-negative distribution stays non-negative for any $\tau>0$. If $D>0$ on every interior edge, neighbouring cells are connected in both directions. Then $(R^k)_{ij}>0$ for $k=|i-j|$, and every element of $K^{-1}$ is strictly positive. One step from a single occupied cell populates the whole grid.

The proof uses neither constant $\sigma$ nor a uniform grid. It needs positive weights and non-negative rates. At $E=T=0$, where $D=0$, the upwind limit is still non-negative, but nothing moves upward and strict positivity is lost. In floating-point arithmetic a positive but tiny element may also underflow to zero.

For explicit Euler the coefficient of the old $F_i$ in the new $F_i$ is $1-\tau(p_i+q_{i-1})/w_i$. All other coefficients are non-negative. Positivity for every non-negative starting distribution therefore holds if and only if
\begin{equation}
\tau\le\min_i\frac{w_i}{p_i+q_{i-1}} .
\end{equation}
Necessity follows by occupying just the cell that violates the bound.

\section{The discrete stationary state}

In a stationary state \eqref{fv} gives $J_i=J_{i-1}$, and $J_0=0$ makes every flux vanish. Therefore
\begin{equation}
\frac{F_{i+1}}{F_i}=\frac{p_i}{q_i}=e^{z_i}.\label{ratio}
\end{equation}
The solution is positive and unique after normalization. For constant $\sigma$ and $T=0$, $z_i=-\eta_ih_i/b$. On a uniform grid $\eta_i=(\varepsilon_i+\varepsilon_{i+1})/2$, so
\begin{equation}
z_i=-\frac{(\varepsilon_{i+1}+\varepsilon_i)(\varepsilon_{i+1}-\varepsilon_i)}{2b}
=-\frac{\varepsilon_{i+1}^2-\varepsilon_i^2}{2b}.
\end{equation}
The ratios of nodal values are exactly those of the Druyvesteyn distribution, however coarse the grid. Agreement of the shape at the nodes is thus no evidence of an order of convergence; that must be sought in the normalization and moments. At zero field $z_i=-h_i/T$, and the Maxwellian is reproduced at the nodes of any grid.

Central fluxes replace \eqref{ratio} by $(1+z_i/2)/(1-z_i/2)$, which is negative for $z_i<-2$. On a uniform grid with spacing $h$ the largest $|z_i|$ is $(\varepsilon_{\max}-h)h/b$. The sign change is a failure of resolution in the tail, and a time step cannot cure it.

\section{Error analysis}

\subsection{Mean energy on a uniform grid}

Let $G$ be smooth and decay rapidly. With $x=\varepsilon-\varepsilon_i$, expand $\sqrt\varepsilon\simeq\sqrt{\varepsilon_i}+x/(2\sqrt{\varepsilon_i})$ and $G$ to second order. Since $\int x^2dx=h^3/12$ over a cell,
\begin{equation}
\int_{\rm cell}\!\sqrt\varepsilon\,G\,d\varepsilon-w_iG(\varepsilon_i)
\simeq\frac{h^3}{24}\left[\frac{G'(\varepsilon_i)}{\sqrt{\varepsilon_i}}+\sqrt{\varepsilon_i}\,G''(\varepsilon_i)\right].
\end{equation}
Sum over cells and integrate the second term by parts; its boundary term vanishes, which leaves
\begin{equation}
\sum_iw_iG(\varepsilon_i)-\int_0^\infty\!\sqrt\varepsilon\,G\,d\varepsilon
\simeq-\frac{h^2}{48}\int_0^\infty\frac{G'}{\sqrt\varepsilon}\,d\varepsilon .
\end{equation}
Take $g=e^{-\varepsilon^2/(2b)}$. For the normalization $G=g$ and $G'=-\varepsilon g/b$; for the energy $G=\varepsilon g$ and $G'=g-\varepsilon^2g/b$. The two errors are
\begin{equation}
\Delta_0=\frac{h^2}{48b}I_{1/2},\qquad
\Delta_1=-\frac{h^2}{48}\left(I_{-1/2}-\frac{I_{3/2}}b\right).
\end{equation}
The error of the quotient is $\Delta_1/I_{1/2}-\bar\varepsilon\Delta_0/I_{1/2}$. The terms with $I_{3/2}$ cancel, and
\begin{equation}
\bar\varepsilon_h-\bar\varepsilon\simeq-\frac{h^2}{48}\left\langle\frac1\varepsilon\right\rangle .\label{mean}
\end{equation}

The expansion of $\sqrt\varepsilon$ fails in the first few cells. There $\varepsilon g\simeq\varepsilon$, and scaling energies by $h$ shows that each cell error is $h^{5/2}$ times a function of the cell number. The sum of these errors contains the $h^2$ term already found and a constant multiple of $h^{5/2}$. The relative correction to \eqref{mean} is therefore of order $\sqrt h$, and the asymptotic coefficient is approached slowly. Truncation at $\varepsilon_{\max}$ is a separate error, which refining $h$ does not remove.

\subsection{A stretched grid and a warm gas}

For $\eta_i=\varepsilon_{\max}(i/n)^2$, an edge is no longer halfway between its neighbouring centres:
\begin{equation}
\frac{\varepsilon_i+\varepsilon_{i+1}}2-\eta_i
=\frac{\eta_{i-1}-2\eta_i+\eta_{i+1}}4=\frac{\varepsilon_{\max}}{2n^2}.
\end{equation}
Multiplying this offset by $h_i/b$ and summing gives the error of $\ln(F_k/F_1)$ for the Druyvesteyn case,
\begin{equation}
\frac{\varepsilon_{\max}}{2n^2b}(\varepsilon_k-\varepsilon_1).\label{stretch}
\end{equation}
It is positive: the tail is slightly too high, with an error of order $n^{-2}$.

For a warm gas with constant $\sigma$, $W/D=-r(\varepsilon)$ with $r=\varepsilon/(b+T\varepsilon)$. Integration gives the Davydov distribution,
\begin{equation}
F\propto e^{-\varepsilon/T}\left(1+\frac{T\varepsilon}b\right)^{b/T^2}.
\end{equation}
Its logarithm tends to $-\varepsilon^2/(2b)$ as $T\to0$ and to $-\varepsilon/T$ as $b\to0$. The scheme now integrates a curved function by the midpoint rule. On a uniform grid the error of $\ln(F_k/F_1)$ is
\begin{equation}
\frac{h^2}{24}\left[r'(\varepsilon_k)-r'(\varepsilon_1)\right],\qquad
r'=\frac b{(b+T\varepsilon)^2},\label{warm}
\end{equation}
to leading order. It vanishes at $T=0$, as it must.

\subsection{Convergence in time}

Let $F^*$ be the normalized discrete stationary state, $u_i=F_i/F_i^*$, and $s_i=p_iF_i^*=q_iF_{i+1}^*$. Then $J_i=-s_i(u_{i+1}-u_i)$. Multiplying \eqref{fv} by $u_i$ and summing by parts gives
\begin{equation}
\frac12\frac d{dt}\sum_iw_iF_i^*u_i^2=-N\sum_is_i(u_{i+1}-u_i)^2 .
\end{equation}
The operator is symmetric in the scalar product with weights $w_iF_i^*$. Its eigenvalues are real and non-positive, and zero belongs to constant $u$ alone. Let $\lambda>0$ be the smallest nonzero decay rate with respect to $Nt$. Electron conservation removes the constant mode from $F-F^*$. Each remaining mode is divided by at least $1+\lambda\tau$ in a backward-Euler step, so
\begin{equation}
\|F^{\rm new}-F^*\|\le\frac{\|F^{\rm old}-F^*\|}{1+\lambda\tau},\qquad
\|f\|^2=\sum_i\frac{w_if_i^2}{F_i^*}.
\end{equation}
The limit in time is the discrete state $F^*$. The Druyvesteyn function is reached when the grid is refined and $\varepsilon_{\max}$ is raised as well.

\section{A worked case}

Choose $\sigma=20\,a_0^2$, $M/m=70000$, $E/N=0.02$ a.u.\ (1.52 Td), $N=10^{-8}\,a_0^{-3}$ and $T=0$. Then $\delta=2.857\times10^{-5}$ and
\begin{equation}
b=\frac{(0.02)^2}{3(2.857\times10^{-5})(20)^2}=0.01167\ \text{hartree}^2 .
\end{equation}
Thus $\sqrt b=0.1080$ hartree, and the mean energy is $0.11299$ hartree, or 3.07 eV. The grid ends at $8\sqrt b=0.8641$ hartree, where $F$ has fallen by $e^{-32}$. These numbers define a model gas. The mass, 38 u, is near that of argon, but argon has a strongly energy-dependent cross section and an excitation threshold near 11.5 eV. The model places a fraction $2\times10^{-4}$ of the electrons above that energy, several times $\delta$, so the distribution and times below are not predictions for a real gas.

With ten cells $|z_i|$ grows in steps of $0.64$ to $5.76$. The exponential ratios agree with the Druyvesteyn ones to rounding error. The central ratios at the first four edges multiply to
\begin{equation}
\frac{0.68}{1.32}\cdot\frac{0.36}{1.64}\cdot\frac{0.04}{1.96}\cdot\frac{-0.28}{2.28}=-2.83\times10^{-4},
\end{equation}
which is the computed minimum relative to the peak. Positivity of $K^{-1}$ was also tested with cross sections varying irregularly from edge to edge and with steps spanning six decades.

For 160 uniform cells $h=0.005401$ hartree. With $\langle1/\varepsilon\rangle=19.37$ hartree$^{-1}$, \eqref{mean} predicts
\begin{equation}
-\frac{(0.005401)^2}{48}(19.37)=-1.18\times10^{-5}\ \text{hartree},
\end{equation}
against the computed $-1.08\times10^{-5}$. The gap between the two, divided by the predicted error, falls to $4.2\%$ at 640 cells. From 320 to 640 cells it shrinks by about $\sqrt2$, as the correction from the origin requires.

On the stretched grid with 80 cells, replacing $\varepsilon_k-\varepsilon_1$ in \eqref{stretch} by $4\sqrt b$ gives $2.50\times10^{-3}$; the largest computed error below that energy is $2.49\times10^{-3}$. For $T=0.001$ hartree and 80 uniform cells, \eqref{warm} between $0$ and $4\sqrt b$ gives a magnitude of $2.9\times10^{-5}$, compared with $2.85\times10^{-5}$ computed. Doubling the cells gives an observed order of 1.98.

The slowest relaxation time is 3.86 $\mu$s. The positivity bound for explicit Euler on 160 cells is 4.00 ns, about a thousandth of it. Backward Euler was run with steps of 1.93 $\mu$s from a single occupied cell, an isotropic monoenergetic start, at 0.327 hartree. Here $\lambda\tau=1/2$, and the last contraction factor is $2/3$, equal to the bound. After 25 steps the weighted nodal difference $\sum_iw_i|F_i-F(\varepsilon_i)|$ from the normalized Druyvesteyn function $F$ is $1.17\times10^{-4}$. It compares values at the cell centres and does not measure the variation of $F$ within a cell. Both the relative normalization error $h^2/(48b)=5.2\times10^{-5}$ and unfinished relaxation contribute. The relaxation part changes sign with energy, so the two absolute differences do not simply add.

A kinetic Monte Carlo calculation follows the collisions without the two-term expansion. It uses $M/m=400$ and $N\sigma=E=1$ in atomic units, so $b=66.7$ hartree$^2$. These values only fix the scales and are not laboratory conditions: in this elastic model energies are measured in $E/(N\sigma)$ and times in $1/\sqrt{EN\sigma}$. During relaxation, at time 20 a.u., it gives a mean of 14.91 hartree, against 14.86 from the finite-volume equation. In the steady state the Monte Carlo mean is 8.57 hartree, against 8.54 hartree for the Druyvesteyn distribution. The fraction above $2\sqrt b$ is 0.0885, against 0.0851 for Druyvesteyn and 0.1252 for a Maxwellian of equal mean. The tail excess of 4\% lies within the test's 10\% tolerance. Sampling noise and corrections of higher order in $\delta$ may both contribute, and this run does not separate them. It does distinguish the Druyvesteyn tail from the Maxwellian one. The numerical output below lists the remaining grids.

\section*{Computed results}
\begin{verbatim}
cross section = 20.0 bohr^2
atom/electron mass ratio = 70000
reduced field E/N = 0.020 a.u. = 1.5240 Td
gas density = 1.0e-08 bohr^-3 = 6.7483e+22 m^-3
energy-loss factor delta = 2.85714e-05
Druyvesteyn parameter b = 1.166667e-02 hartree^2
energy scale sqrt(b) = 0.108012 hartree
upper grid energy = 0.864099 hartree
Druyvesteyn mean energy = 0.11298627 hartree = 3.07451 eV
Druyvesteyn mean of 1/energy = 19.369075 hartree^-1
smallest inverse element, rough sigma = 8.822e-110 hartree^-1.5
10 cells: largest |z| = 5.760 (dimensionless)
10 cells: exponential nodal-ratio error = 1.1e-16
10 cells: central minimum/peak = -2.834e-04
40 cells: mean = 0.11282809, error = -1.5819e-04, leading = -1.8831e-04 hartree
80 cells: mean = 0.11294466, error = -4.1615e-05, leading = -4.7078e-05 hartree
160 cells: mean = 0.11297548, error = -1.0790e-05, leading = -1.1769e-05 hartree
320 cells: mean = 0.11298350, error = -2.7678e-06, leading = -2.9424e-06 hartree
640 cells: mean = 0.11298557, error = -7.0461e-07, leading = -7.3559e-07 hartree
relative gap to leading error, 640 cells = 0.0421
stretched grid, 80 cells: max error of ln F = 2.49375e-03 below 4 sqrt(b)
Davydov test gas temperature = 0.0010 hartree
Davydov max ln F error, 80 and 160 cells = 2.8496e-05, 7.2154e-06
Davydov observed order = 1.9816
80 cells: slowest relaxation time = 3.86792 us
160 cells: slowest relaxation time = 3.85829 us
320 cells: slowest relaxation time = 3.85589 us
initial beam energy, 160 cells = 0.326737 hartree
backward-Euler step = 1.92915 us, 25 steps
last contraction factor = 0.666667, bound = 0.666667
final L1 distance to Druyvesteyn = 1.1690e-04
explicit Euler step limit, 160 cells = 3.99684 ns
Monte Carlo mass ratio = 400, electrons = 12000
Monte Carlo start energy = 24.6990 hartree
mean at time 20 a.u.: Monte Carlo = 14.9105, finite volume = 14.8566 hartree
steady mean: Monte Carlo = 8.5676, Druyvesteyn = 8.5410 hartree
fraction above 2 sqrt(b): Monte Carlo = 0.0885, Druyvesteyn = 0.0851
same fraction, Maxwellian of equal mean = 0.1252
\end{verbatim}
